# Configuration-average energies and Slater integrals for p and d shells, part 3

**Problem (g).** To an ion with $p$ and $d$ shells add a ligand shell $L$ of one-electron energy $\varepsilon_L$, without Coulomb interaction within it or with the ion. With $\underline L$ one ligand hole, $\Delta=E_{\rm av}(p^6d^{n+1}\underline L)-E_{\rm av}(p^6d^n)$. Find the $I_d$ that produces a given $\Delta$, the charge-transfer energies in the final states of core photoemission (XPS) and $p\to d$ absorption (XAS), and the result of entering $F^0_{dd}=U_{dd}$, $F^0_{pd}=U_{pd}$ while keeping that $I_d$. The model has $n=8$, $U_{dd}=6$, $U_{pd}=8$, $\Delta=4$, $\zeta_p=15$, $\zeta_d=0.1$, $10Dq=1$ eV, and the higher integrals below scaled by 0.8.

$E_{\rm av}$ is the trace average over one configuration, $U$ a mean pair energy, $I$ a one-electron energy including the full core shells:

$$E_{\rm av}(p^md^n)=E_{\rm core}+mI_p+nI_d+\tfrac12m(m-1)U_{pp}+\tfrac12n(n-1)U_{dd}+mn\,U_{pd}, \tag{5}$$

$$E_{\rm av}(p^5d^n)-E_{\rm av}(p^6d^n)=-I_p-5U_{pp}-nU_{pd}, \tag{18}$$

$$E(m,n+1)-E(m,n)=I_d+nU_{dd}+mU_{pd}, \tag{19}$$

with $E(m,n)$ for (5). Spin-orbit coupling $\zeta\,\mathbf l\cdot\mathbf s$ and the cubic field ($e_g$ at $+6Dq$, $t_{2g}$ at $-4Dq$) leave $E_{\rm av}$ unchanged.

$$\langle ab|cd\rangle=\delta_{s_as_c}\delta_{s_bs_d}\,\delta_{m_a+m_b,\,m_c+m_d}\sum_k c^k(a,c)\,c^k(d,b)\,R^k(ab;cd), \tag{7}$$

$$\sum_m c^k(lm,lm)=(2l+1)\,\delta_{k0},\qquad c^0(lm,lm)=1, \tag{9}$$

$$\sum_{m'}c^k(lm,l'm')^2=(2l'+1)\,T(l,k,l'). \tag{10}$$

Here $c^k(lm,l'm')=\int Y^*_{lm}\,C_{k,m-m'}\,Y_{l'm'}\,d\Omega$, $C_{kq}=\sqrt{4\pi/(2k+1)}\,Y_{kq}$, and $T(l,k,l')=\frac12\int_{-1}^{1}P_lP_kP_{l'}\,dx$ (Legendre polynomials) is symmetric, vanishing for odd $l+k+l'$ or if one argument exceeds the sum of the others; $T(1,1,2)=\frac2{15}$. $F^k_{ij}=R^k(ij;ij)$ and $G^k=R^k(pd;dp)$ are direct and exchange Slater integrals.

$$F^0_{dd}=U_{dd}+\delta_{dd},\qquad \delta_{dd}=\frac2{63}\big(F^2_{dd}+F^4_{dd}\big), \tag{13}$$

$$F^0_{pd}=U_{pd}+\delta_{pd},\qquad \delta_{pd}=\frac1{15}G^1+\frac3{70}G^3, \tag{14}$$

$$U_{dd}=F^0_{dd}-\frac49J, \tag{16}$$

with $J=(F^2_{dd}+F^4_{dd})/14$; parallel $d$ pairs average $F^0_{dd}-J$. With $p_i$, $d_a$ annihilators and $\langle ab\|cd\rangle=\langle ab|cd\rangle-\langle ab|dc\rangle$,

$$H_{pd}=\sum_{ab}\Big[\sum_i\langle ib\|ia\rangle\Big]d^\dagger_bd_a-\sum_{ijab}\langle ib\|ja\rangle\,d^\dagger_bd_a\,p_jp^\dagger_i , \tag{17}$$

whose first term is $6U_{pd}\,\hat n_d$.

Part (f), for Zn$^{2+}$ (RHF/def2-TZVP, frozen orbitals), gave $F^2_{dd}=13.536$, $F^4_{dd}=8.405$, $F^2_{pd}=7.996$, $G^1=5.963$, $G^3=3.390$ eV, corrections of 2.4% ($dd$) and 1.3% ($pd$) of $F^0$, and a lowest $2p^53d^9$ term at $-1.958$ eV from $E_{\rm av}$. "The program" is the numerical check.

**Solution.** Moving an electron from $L$ to $d$ removes $\varepsilon_L$ and adds (19). Hopping between $d$ and $L$ connects different configurations and has no diagonal elements, so it does not affect the average of either block. In the initial state $m=6$:

$$\Delta=I_d-\varepsilon_L+nU_{dd}+6U_{pd},\qquad I_d-\varepsilon_L=\Delta-nU_{dd}-6U_{pd}. \tag{20}$$

In XPS the core electron leaves the system, and the competing final configurations are $p^5d^n$ and $p^5d^{n+1}\underline L$. In XAS it enters the $d$ shell, and they are $p^5d^{n+1}$ and $p^5d^{n+2}\underline L$. Equation (19) with $m=5$ gives

$$\Delta_{\rm XPS}=I_d-\varepsilon_L+nU_{dd}+5U_{pd}=\Delta-U_{pd},$$

$$\Delta_{\rm XAS}=I_d-\varepsilon_L+(n+1)U_{dd}+5U_{pd}=\Delta+U_{dd}-U_{pd}. \tag{21}$$

The core hole lowers the cost of charge transfer by $U_{pd}$; in absorption the excited electron raises it again by $U_{dd}$. In this model, with the same parameters in initial and final states, the order of the two configuration averages in XPS is the inverse of that in the initial state when $0<\Delta<U_{pd}$.

If the monopole inputs are set equal to the intended $U$, the Hamiltonian has the actual averages $U_{dd}-\delta_{dd}$ and $U_{pd}-\delta_{pd}$, by (13) and (14). With $I_d$ still taken from (20), the three energies change by

$$-n\delta_{dd}-6\delta_{pd},\qquad-n\delta_{dd}-5\delta_{pd},\qquad-(n+1)\delta_{dd}-5\delta_{pd}$$

for the initial state, XPS and XAS. The small per-pair corrections are multiplied by the number of partners of the added electron.

For the model, the scaled integrals are $F^2_{dd}=10.829$, $F^4_{dd}=6.724$, $F^2_{pd}=6.397$, $G^1=4.770$ and $G^3=2.712$ eV. They set realistic proportions for the multiplet splitting; the model is not meant to describe zinc or any particular compound. Then

$$\delta_{dd}=\tfrac2{63}\cdot17.553=0.557\ \text{eV},\qquad\delta_{pd}=0.318+0.116=0.434\ \text{eV},$$

$$F^0_{dd}=6.557\ \text{eV},\qquad F^0_{pd}=8.434\ \text{eV},\qquad I_d-\varepsilon_L=4-8\cdot6-6\cdot8=-92\ \text{eV}.$$

Relative to the screened $U$ the corrections are 9% for $dd$ and 5% for $pd$, larger than relative to the bare values of part (f), because the chosen monopole parts are reduced far more than the multipole parts. Had $\delta_{dd}$ been formed from the unscaled integrals, $0.697$ eV, the Hamiltonian would have $U_{dd}=6+0.697-0.557=6.14$ eV in place of 6 eV.

The program diagonalizes the full Hamiltonian, with spin-orbit coupling and crystal field, in $p^6d^8$, $p^6d^9$, $p^5d^8$, $p^5d^9$ and $p^5d^{10}$, and forms differences of eigenvalue means.

| state | corrected $F^0$ (eV) | $F^0=U$ (eV) |
|---|---|---|
| initial | $4.000$ | $-3.063$ |
| XPS final | $-4.000$ | $-10.629$ |
| XAS final | $2.000$ | $-5.186$ |

The first column is tested against $\Delta=4$, $\Delta-U_{pd}=-4$ and $\Delta+U_{dd}-U_{pd}=2$ eV. The first entry of the second column is tested against $\Delta-8\delta_{dd}-6\delta_{pd}=4-4.456-2.604=-3.06$ eV. The other two follow by hand as $-4-4.456-2.170=-10.63$ eV and $2-5.013-2.170=-5.18$ eV, equal to the printed values within rounding. Omitting the correction lowers the initial-state charge-transfer energy by about 7 eV relative to its intended 4 eV and reverses the order of the configuration averages of $d^8$ and $d^9\underline L$. An error of this size arises because $I_d$ is computed from the nominal $U$ through (20). Differences between the three charge-transfer energies, in which $I_d$ cancels, are off only by single corrections $\delta_{dd}$, $\delta_{pd}$ (the core-level energy (18) is still off by $n\delta_{pd}$): XPS final minus initial is $-10.629+3.063=-7.566$ eV, which is $-(U_{pd}-\delta_{pd})$. A calculation that instead subtracts from each configuration block its own trace average and adds the target energy needs no $F^0$ at all, since the monopole terms are constant within a block; if the target energies are those of (5) with the intended $U_{dd}$ and $U_{pd}$ and with $I_d$ from (20), that procedure is equivalent to using (13), (14) and (20).

The $p^5d^9$ block also tests part (e). Its mean is the same with and without spin-orbit coupling and crystal field, while its lowest level lies $1.567$ eV below $E_{\rm av}$ without them and $9.042$ eV below with them. The first number is $0.8\times1.958$ eV within rounding, as it must be, since energies relative to $E_{\rm av}$ are linear in the higher integrals when all are scaled together. For scale, $\mathbf l\cdot\mathbf s=\tfrac12[j(j+1)-l(l+1)-\tfrac34]$ equals $+\tfrac12$ for $p_{3/2}$, so core spin-orbit coupling alone puts a $2p_{3/2}$ hole at $-\zeta_p/2=-7.5$ eV.

## (h) An average is not a gap

For an isolated $d$ shell without spin-orbit coupling or crystal field, compute $U_{\rm eff}=E_0(d^6)+E_0(d^4)-2E_0(d^5)$ from the high-spin states and compare it with $U_{dd}$.

**Solution.** The one-electron energies cancel in the second difference and are dropped; $F^0$ means $F^0_{dd}$. For $d^5$ with $M_S=\tfrac52$ there is one determinant, all five orbitals with spin up. No other determinant has this $M_S$, so it is an eigenstate. It contains all ten parallel pairs of that spin, with mean $F^0-J$ from part (d):

$$E(d^5)=10F^0-10J .$$

For $d^4$ with $M_S=2$ there are five determinants, each missing one $m$. They have different $M_L$, so each is an eigenstate. Removing the electron $m$ removes $\sum_{m'}[\langle mm'|mm'\rangle-\langle mm'|m'm\rangle]$, where the vanishing term $m'=m$ is included. By (9) the direct sum is $5F^0$; by (10) the exchange sum is $5[\tfrac15F^0+\tfrac2{35}(F^2_{dd}+F^4_{dd})]=F^0+4J$, because $\tfrac{10}{35}\cdot14=4$. The amount removed is $4F^0-4J$ for every $m$, and

$$E(d^4)=6F^0-6J .$$

For $d^6$ with $M_S=2$ the five determinants are the full spin-up set plus one spin-down electron, again with different $M_L$. The added electron has no exchange partner and a direct sum $5F^0$:

$$E(d^6)=15F^0-10J .$$

The second difference is $(15+6-20)F^0+(-10-6+20)J$, and with (16)

$$U_{\rm eff}(d^5)=F^0+4J=U_{dd}+\frac{40}9J. \tag{22}$$

That these high-spin states are the lowest ones is Hund's first rule, which is not derived here; the program takes the lowest eigenvalues of the full $d^4$, $d^5$ and $d^6$ matrices for the model of part (g) and tests (22) on them. With $J=17.553/14=1.254$ eV, $U_{\rm eff}=6.557+4\cdot1.254=11.57$ eV; the diagonalization gives $11.572$ eV, against $U_{dd}=6$ eV. A gap between lowest states contains multiplet stabilization energies that vary with $n$, and has to be corrected for them before it is identified with $U_{dd}$. The same holds for $\Delta$, which in (20) is a difference of averages, not of lowest states.

## (i) An average is not a spectral centroid

For the dipole transition $p^6d^0\to p^5d^1$, find the intensity-weighted mean final-state energy relative to $E_{\rm av}(p^5d^1)$, including spin-orbit coupling and a cubic crystal field. The slow variation of the photon-energy prefactor over the edge is neglected.

**Solution.** Let $|0\rangle$ be the $p^6d^0$ determinant. Light polarized along $z$ acts through $z=rC_{10}$, with $C_{10}=\cos\theta$. It conserves $m$ and $s$, and its radial integral is common to all terms and cancels. It creates the state

$$|\psi\rangle=\sum_{m=-1}^{1}\sum_sc_m\,d^\dagger_{ms}p_{ms}|0\rangle,\qquad c_m=c^1(2m,1m).$$

Without spin-orbit coupling and crystal field this is the $^1P$ term, the only one reached from $^1S$ by a spin-independent vector operator. The intensity of eigenstate $\nu$ is $|\langle\nu|\psi\rangle|^2$, and completeness gives the centroid $\sum_\nu|\langle\nu|\psi\rangle|^2E_\nu/\langle\psi|\psi\rangle=\langle\psi|H|\psi\rangle/\langle\psi|\psi\rangle$.

*Amplitudes.* By the selection rules of $T$, $\cos\theta\,Y_{1m}$ has components with $l=0$ and $l=2$ only. Let $\Pi_l$ project on angular momentum $l$. Then $\sum_mc_m^2=\sum_m\langle1m|\cos\theta\,(1-\Pi_0)\cos\theta|1m\rangle$. The first part is $\tfrac3{4\pi}\int\cos^2\theta\,d\Omega=1$ by the spherical density of the shell. The second is $|\langle00|\cos\theta|10\rangle|^2=\big(\sqrt3\cdot\tfrac12\int x^2dx\big)^2=\tfrac13$. So $\sum_mc_m^2=\tfrac23$ and $\langle\psi|\psi\rangle=\tfrac43$. Since $Y_{l0}=\sqrt{(2l+1)/4\pi}\,P_l$, $c_0=\sqrt{15}\,T(2,1,1)=2/\sqrt{15}$ and $c_0^2=\tfrac4{15}$. Complex conjugation of the integral maps $m\to-m$ up to a sign, so $c_1^2=c_{-1}^2=\tfrac12(\tfrac{10}{15}-\tfrac4{15})=\tfrac3{15}$.

*One-electron splittings.* An operator acting on the $d$ electron leaves the hole in place. In $\psi$ the hole label fixes the electron label, so only diagonal elements contribute, weighted by $c_m^2$; the same holds for an operator acting on the hole. The spin-orbit diagonal $\zeta ms$ cancels in the sum over $s$. In the cubic field $m=0$ is the $e_g$ orbital $3z^2-r^2$ at $+6Dq$, and $m=\pm1$ span the $t_{2g}$ orbitals $xz,yz$ at $-4Dq$; the weighted sum is $\tfrac4{15}\cdot6-2\cdot\tfrac3{15}\cdot4=0$. The terms $I_p$, $I_d$ and $10U_{pp}$ are the same for all states of the configuration. Only $H_{pd}$ remains.

*Particle–hole matrix element.* In (17) the bilinears $d^\dagger_bd_a$ and $p_jp^\dagger_i$ commute with single operators of the other shell. With $d_ad^\dagger_{a'}|0\rangle=\delta_{aa'}|0\rangle$ and $p^\dagger_ip_{i'}|0\rangle=\delta_{ii'}|0\rangle$, the operator $d^\dagger_bd_ap_jp^\dagger_i$ maps $d^\dagger_{a}p_{i}|0\rangle$ onto $d^\dagger_bp_j|0\rangle$ with coefficient $+1$. The matrix element from $(a,i)$ to $(b,j)$ is

$$6U_{pd}\,\delta_{ab}\delta_{ij}-\langle ib|ja\rangle+\langle ib|aj\rangle ,$$

to be summed with $a=(2,m,s)$, $i=(1,m,s)$, $b=(2,m',s')$, $j=(1,m',s')$ and weight $c_mc_{m'}$.

*Exchange term.* In $\langle ib|aj\rangle$ the spin conditions $s_i=s_a$ and $s_b=s_j$ hold for all four combinations of $s,s'$. By (7) its value is $\sum_kc^k(1m,2m)\,c^k(1m',2m')\,G^k$. For equal projections $C_{k0}=P_k(\cos\theta)$ is real, so $c^k(1m,2m)=c^k(2m,1m)$. The sum is $4\sum_kG^kS_k^2$ with $S_k=\sum_mc_mc^k(1m,2m)$. For $k=1$, $S_1=\tfrac23$. For $k=3$, $S_3=\sum_m\langle1m|P_3(1-\Pi_0)P_1|1m\rangle$. The $\Pi_0$ part contains $\langle1m|P_3|00\rangle=0$, and the rest is $\tfrac3{4\pi}\int P_3P_1d\Omega=0$. Dividing by the norm, the exchange energy is $4\cdot\tfrac49G^1/\tfrac43=\tfrac43G^1$.

*Direct term.* In $\langle ib|ja\rangle$ the spin condition is $s=s'$, two combinations. The radial integrals are $F^k_{pd}$, and the angular factor of $F^k_{pd}$ is

$$\sum_{mm'}c_mc_{m'}\iint Y^*_{1m}(1)Y^*_{2m'}(2)P_k(t)Y_{1m'}(1)Y_{2m}(2)\,d\Omega_1d\Omega_2=\iint|\varphi|^2P_k(t)\,d\Omega_1d\Omega_2,$$

with $\varphi(1,2)=\sum_mc_mY_{2m}(2)Y^*_{1m}(1)$. Because $c_mY_{2m}=\Pi_2\cos\theta\,Y_{1m}$, the function $\varphi$ is $\Pi_2$, acting on direction 2, applied to $z_2\sum_mY_{1m}(2)Y^*_{1m}(1)=\tfrac3{4\pi}z_2t$, where $z_{1,2}=\cos\theta_{1,2}$. The $l=0$ part to be removed is the angular mean over direction 2. For a unit vector $\mathbf n$ averaged over the sphere, $\overline{(\mathbf n\cdot\mathbf u)(\mathbf n\cdot\mathbf v)}=\mathbf u\cdot\mathbf v/3$, since $\overline{n_\alpha n_\beta}$ is an isotropic tensor of unit trace. The mean of $z_2t$ is thus $z_1/3$, and

$$\varphi=\frac3{4\pi}\Big(z_2t-\frac{z_1}3\Big).$$

The double integral does not depend on the direction chosen as the $z$ axis, so $\varphi^2$ may be averaged over that direction at fixed $\hat{\mathbf r}_1,\hat{\mathbf r}_2$. The same identity gives $\overline{z_1^2}=\overline{z_2^2}=\tfrac13$ and $\overline{z_1z_2}=t/3$:

$$\overline{\varphi^2}=\frac9{(4\pi)^2}\cdot\frac13\Big(t^2-\frac23t^2+\frac19\Big)=\frac{1}{(4\pi)^2}\Big(t^2+\frac13\Big).$$

For a function of $t$ alone, $\iint f\,d\Omega_1d\Omega_2=(4\pi)^2\cdot\tfrac12\int_{-1}^1f\,dt$. With $t^2+\tfrac13=\tfrac23P_2+\tfrac23$, the angular factor is $\tfrac23$ for $k=0$, which reproduces $\sum_mc_m^2$, and $\tfrac23\cdot\tfrac15=\tfrac2{15}$ for $k=2$. Multiplying by 2 for spin and dividing by $\tfrac43$, the direct term is $F^0_{pd}+\tfrac15F^2_{pd}$, and it enters with a minus sign.

*Result.* The $p$–$d$ energy of $\psi$ is $6U_{pd}-F^0_{pd}-\tfrac15F^2_{pd}+\tfrac43G^1$, and the configuration average is $5U_{pd}$. The difference contains $U_{pd}-F^0_{pd}=-\delta_{pd}$, and with $\tfrac43-\tfrac1{15}=\tfrac{19}{15}$,

$$E_{\rm centroid}-E_{\rm av}(p^5d^1)=-\frac15F^2_{pd}+\frac{19}{15}G^1-\frac3{70}G^3. \tag{23}$$

For the scaled integrals this is $-1.279+6.042-0.116=4.647$ eV. The program diagonalizes the 60-dimensional $p^5d^1$ matrix with spin-orbit coupling and crystal field, weights the eigenvalues with $|\langle\nu|\psi\rangle|^2$, finds $4.647$ eV and tests it against (23). The dipole operator does not sample the 60 states evenly: it prepares a state in which the exchange amplitudes $c_m c^1(1m,2m)$ of all particle–hole pairs are positive and add coherently over $m$ and both spins, giving $\tfrac43G^1$ where the uniform average over the configuration gives $\tfrac1{15}G^1+\tfrac3{70}G^3$. An edge position computed from (18) and (19) as a difference of averages must be shifted by (23) before it is compared with the centre of gravity of a $d^0$ spectrum within this single-configuration model. For a partly filled $d$ shell the initial state is in general displaced from its own configuration average and need not be spherical, so (23) does not carry over and the shift has to be evaluated for that state.

## Computed values

```
3j^2 (dd2,dd4,pd1,pd3,pp2): 2/35 2/35 2/15 3/35 2/15
coefficients (F2dd,F4dd,G1,G3,F2pp): 2/63 2/63 1/15 3/70 2/25
Zn2+ RHF/def2-TZVP, frozen orbitals
E(RHF) = -48352.369 eV
E core = -35919.254 eV
Ip = -2086.445 eV
Id = -545.272 eV
F0pp = 124.482 eV
F2pp = 58.935 eV
F0dd = 29.436 eV
F2dd = 13.536 eV
F4dd = 8.405 eV
F0pd = 41.351 eV
F2pd = 7.996 eV
G1pd = 5.963 eV
G3pd = 3.390 eV
correction pp = 4.715 eV
correction dd = 0.697 eV
correction pd = 0.543 eV
Upp = 119.767 eV
Udd = 28.739 eV
Upd = 40.808 eV
eps 2p (SCF) = -1079.526 eV
eps 3d (SCF) = -41.768 eV
Eav(p5d10)-Eav(p6d10) = 1079.526 eV
Eav(p5d9)-Eav(p6d9) = 1120.334 eV
Eav(p5d9)-Eav(p6d10) = 1162.102 eV
max |mean - formula|, 77 configurations = 2.4e-09 eV
p5d9 1D (g=5) - Eav = -1.958 eV
p5d9 3F (g=21) - Eav = -1.427 eV
p5d9 3D (g=15) - Eav = -0.154 eV
p5d9 3P (g=9) - Eav = 0.873 eV
p5d9 1P (g=3) - Eav = 3.411 eV
p5d9 1F (g=7) - Eav = 3.426 eV
unweighted mean of the six terms - Eav = 0.695 eV
model d8: Udd=6.0, Upd=8.0, Delta=4.0 eV, scale=0.8
model: zeta_p=15.0, zeta_d=0.1, 10Dq=1.0 eV
scaled F2dd = 10.829 eV
scaled F4dd = 6.724 eV
scaled F2pd = 6.397 eV
scaled G1 = 4.770 eV
scaled G3 = 2.712 eV
J = 1.254 eV
delta dd = 0.557 eV
delta pd = 0.434 eV
F0dd input = 6.557 eV
F0pd input = 8.434 eV
Id - eps_L = -92.000 eV
CT energy ground: 4.000 eV; with F0=U: -3.063 eV
CT energy XPS final: -4.000 eV; with F0=U: -10.629 eV
CT energy XAS final: 2.000 eV; with F0=U: -5.186 eV
p5d9 lowest - Eav, no SO/CF = -1.567 eV
p5d9 lowest - Eav, with SO/CF = -9.042 eV
Ueff(d5) from lowest states = 11.572 eV
d0 dipole centroid - Eav(p5d1) = 4.647 eV
```
